# Which retention test fails first in a ferroelectric capacitor with drifting imprint

A ferroelectric memory that is baked and then read can give back its old data almost undiminished and still fail to hold the opposite data with enough signal. In the example below, after \(1.6\times10^7\) s at 85 °C the stored state returns 37.2 µC/cm² of a possible 38.2, while the opposite state, written after the bake and read one second later, still at 85 °C, returns 25.8. A qualification that only reads back the stored data would pass this device. With a thicker interface layer and little drift the order is reversed: the stored data fade and freshly written data hold. The calculation must therefore follow all three retention tests.

## The three tests on three hysterons

Two capacitors hold complementary data: A is up and B is down. After the bake the tests run in this order.

- Same state (SS): read both capacitors.
- Opposite state (OS): write A down and B up, wait a short delay, read.
- New same state (NSS): write A up and B down again, wait, read.

Every read is a positive pulse, which leaves the capacitors up as far as it can switch them. The signal is the charge of the capacitor that should switch minus the charge of the other: B minus A for SS and NSS, A minus B for OS.

Let each capacitor contain three hysterons, that is, regions that are either up or down. Their static bias fields are \(b=-0.4,\,0,\,+0.4\) MV/cm, positive values favouring up. A hysteron reverses when the field against its state reaches a threshold, which is lower the longer the field acts: 1.0 MV/cm for a pulse, 0.8 for the delay, 0.5 for the bake. Pulses apply 3 MV/cm. One reversed hysteron gives one unit of charge.

At the start of the bake the largest field against any stored state is 0.4, below 0.5, so nothing reverses. Let the bake then build a drifted bias of 0.5 that favours the stored state. The total biases become \(0.1,\,0.5,\,0.9\) in A and \(-0.9,\,-0.5,\,-0.1\) in B.

For SS, A gives nothing. In B the hardest hysteron feels \(3-0.9=2.1>1.0\), so all three switch and the signal is 3. For OS, A is written down and B is up. During the delay the A hysteron with bias 0.9 exceeds 0.8 and returns up; the B hysteron with bias \(-0.9\) returns down. The read gives 2 units from A and 1 unwanted unit from B, so the signal is \(2-1=1\). One return in each capacitor has cost two units. For NSS the biases support the written states, and the signal is 3. With a margin of 2 units, OS has failed.

Now remove the drift and lower all thresholds by 0.2, as a stronger depolarizing field would. The bake threshold is 0.3, so the hysteron with \(b=-0.4\) in A falls down and the one with \(b=+0.4\) in B rises. SS gives \(2-1=1\). The delay threshold is 0.6, above 0.4, so OS and NSS both give 3. SS has failed.

The general method replaces these chosen thresholds by rates and the three hysterons by an ensemble.

## Field and charge

The film has thickness \(t_f\), permittivity \(\epsilon_f\) and polarization \(sP\), with \(s=+1\) for up. An effective layer \((t_i,\epsilon_i)\) in series represents imperfect screening at the electrodes. Each grain is treated as its own small capacitor. The voltage and the continuity of displacement give
\[
E_ft_f+E_it_i=V,\qquad \epsilon_0\epsilon_fE_f+sP=\epsilon_0\epsilon_iE_i .
\]
Inserting \(E_i=(\epsilon_fE_f+sP/\epsilon_0)/\epsilon_i\) into the first equation and multiplying by \(\epsilon_i\) gives
\[
E_f(\epsilon_it_f+\epsilon_ft_i)=\epsilon_iV-\frac{sPt_i}{\epsilon_0}.
\]
With \(D=\epsilon_it_f+\epsilon_ft_i\), this is
\[
E_f=E_V-sE_d,\qquad E_V=\frac{\epsilon_iV}{D},\qquad E_d=\frac{Pt_i}{\epsilon_0D}.
\]
The minus sign shows that \(E_d\) opposes either state. The electrode charge per area is
\[
\epsilon_0\epsilon_fE_f+sP=\frac{\epsilon_0\epsilon_f\epsilon_iV}{D}+\chi sP,\qquad
\chi=1-\frac{\epsilon_ft_i}{D}=\frac{\epsilon_it_f}{D}.
\]
The first term is the same in both capacitors and cancels in the signal. A full reversal changes \(s\) by 2, so the largest signal is \(Q_0=2P\chi\).

The example has \(t_f=10\) nm, \(t_i=0.4\) nm, \(\epsilon_f=30\), \(\epsilon_i=25\), \(P=20\) µC/cm² and 3 V pulses of 1 µs. Then \(D=250+12=262\) nm, \(\chi=250/262=0.954\), \(Q_0=38.17\) µC/cm², \(E_V=2.86\) MV/cm and \(E_d=0.345\) MV/cm.

## Reversal rates

Let \(b\) be the static bias and \(w\) the drifted bias, both positive towards up. The field against state \(s\) is
\[
x_s=-s(E_V-sE_d+b+w)=E_d-s(E_V+b+w),
\]
because \(s^2=1\). Reversal is assumed to be limited by nucleation, with a barrier \(Pv(E_c-x_s)\) that falls linearly to zero. This defines the activation volume \(v\). With attempt rate \(\nu\), the escape rate is
\[
k_s=\nu\exp\!\left[-\frac{\max(0,E_c-x_s)}{S}\right],\qquad S=\frac{kT}{Pv}.
\]
For \(v=20\) nm³ and 85 °C, \(S=0.0124\) MV/cm.

If \(p\) is the probability of being up, then \(\dot p=k_-(1-p)-k_+p\). The mean state is \(m=2p-1\), so \(1-p=(1-m)/2\) and \(p=(1+m)/2\), and
\[
\dot m=k_-(1-m)-k_+(1+m)=(k_--k_+)-(k_-+k_+)m .
\]
While the fields are constant, a step \(h\) gives
\[
m(h)=m_\infty+[m(0)-m_\infty]e^{-(k_++k_-)h},\qquad m_\infty=\frac{k_--k_+}{k_++k_-}.
\]

A closed formula for the reversed fraction shows which fields matter. Let a constant field \(f\), in addition to \(E_d\) and the static bias, push hysterons out of their state, and neglect returns. One hysteron reverses within \(t\) with probability
\[
1-\exp(-e^{-Y}),\qquad Y=\frac{E_c-x}{S}-\ln\nu t .
\]
A Gumbel variable \(G\) has the distribution \(\Pr(G\le g)=\exp(-e^{-g})\), mean \(\gamma=0.577\) and variance \(\pi^2/6\). The probability above is therefore \(\Pr(G>Y)\): the hysteron reverses if \(E_c-x<S(\ln\nu t+G)\). With \(x=E_d+f+b'\), where \(b'\) is the static bias in the direction of escape, the condition reads
\[
E_c-b'-SG<E_d+f+S\ln\nu t .
\]
Let \(E_c\) and \(b'\) be Gaussian, with means \(\bar E_c\) and 0. The left side has mean \(\bar E_c-S\gamma\) and variance \(\sigma^2=\sigma_c^2+\sigma_b^2+\pi^2S^2/6\). Since \(SG\) is the narrowest part, the sum is taken as Gaussian:
\[
F(f,t)\approx\Phi\!\left[\frac{f+R(t)-c}{\sigma}\right],\quad R=S(\ln\nu t+\gamma),\quad c=\bar E_c-E_d ,
\]
where \(\Phi\) is the normal distribution function. Time lowers every threshold by the same \(R(t)\). For \(\nu=10^{13}\) s⁻¹, \(R\) is 0.206 MV/cm for the pulse, 0.377 for a 1 s delay and 0.619 for ten years. For single pulses of 0.7, 1.0 and 1.3 V, \(F\) agreed with the ensemble average of the rates to within 0.006.

## Drift of the bias

The bias is carried by slow modes that follow the state of the hysteron:
\[
\dot u_k=\frac{m-u_k}{\tau_k},\qquad w=W\langle u_k\rangle .
\]
For a state held up from \(u_k=0\), \(u_k=1-e^{-t/\tau_k}\). Let the times be spread evenly in \(\ln\tau\) from \(\tau_1\) to \(\tau_2\), with \(L=\ln(\tau_2/\tau_1)\). Let \(E_1(x)=\int_x^\infty e^{-z}\,dz/z\) denote the exponential integral, which is not a field. Substituting \(z=t/\tau\), so that \(d\tau/\tau=-dz/z\), gives
\[
\frac wW=1-\frac1L\int_{t/\tau_2}^{t/\tau_1}\frac{e^{-z}}{z}dz
=1-\frac{E_1(t/\tau_2)-E_1(t/\tau_1)}{L}.
\]
For \(\tau_1\ll t\ll\tau_2\), \(E_1(t/\tau_1)\approx0\) and \(E_1(t/\tau_2)\approx-\gamma-\ln(t/\tau_2)\). Because \(L+\ln(t/\tau_2)=\ln(t/\tau_1)\),
\[
w\approx\frac WL\left[\ln\frac t{\tau_1}+\gamma\right].
\]
The example uses \(\tau_1=10^2\) s and \(\tau_2=10^9\) s, so \(L=16.12\), and a strong drift limit \(W=0.60\) MV/cm.

This gives a condition for the stored state to stabilize itself. A hysteron still in its stored state gains \(W/L\) of support per unit of \(\ln t\), while activation lowers its threshold by \(S\). Within the logarithmic regime, SS loss tends to a limit if
\[
\frac WL>S .
\]
Here \(W/L=0.037\) exceeds 0.012 MV/cm. The early loss, before the drift acts, remains. Just above the threshold the approach to the limit is slow: with a 0.8 nm layer and \(W/L=1.1\,S\), SS still falls by about 0.4 µC/cm² between \(10^3\) and \(10^8\) s. For \(W=0.02\) the ratio is 0.0012 MV/cm and SS keeps falling.

## Why OS separates from SS

Incomplete switching by itself lowers both signals by similar amounts when write and read pulses are equal, provided the final read of A is nearly complete, \(F(E_V+w,t_p)\approx1\). In SS, the read must switch B against its drifted bias, with net field \(E_V-w\). In OS, the write must switch A against its own, again with \(E_V-w\). The later read of A is helped by \(w\) and is taken as complete. If returns and repeated attempts are also neglected, both signals are \(Q_0F(E_V-w,t_p)\), with \(t_p\) the pulse length. This was tested with 1.45 V pulses, a 1 µs delay and \(W=0.30\) MV/cm: after \(1.8\times10^5\) s, SS was 30.0 and OS 29.5 µC/cm², both far below 38.2; the formula, which omits the loss during the bake, gives 31.0. At lower drive or after a short bake the read of A is not complete and OS falls below SS even without returns: after \(10^2\) s, SS and OS are about 33.7 and 31.8 µC/cm² at 1.45 V, and 18 and 11 at 1.0 V.

At the full 3 V drive the separation comes from returns after writing. With ample drive, all hysterons are written. During the delay \(t_d\) the drifted bias pushes a fraction \(F(w,t_d)\) of each capacitor back. A then gives \(Q_0(1-F)\), and B gives an unwanted \(Q_0F\), so
\[
Q_{\rm OS}\approx Q_0[1-2F(w,t_d)].
\]
The factor 2 is the double loss of the hand example. The rule assumes that \(t_d\ll\tau_1\), so that \(w\) stays fixed during the delay, and that few hysterons reversed in the bake.

Setting \(Q_{\rm OS}\) equal to the margin \(M\) gives the critical fraction and bias:
\[
F_*=\frac12\left(1-\frac M{Q_0}\right),\qquad w_*=c-R(t_d)+\sigma\Phi^{-1}(F_*),
\]
and the logarithmic drift law gives
\[
t_{\rm OS}\approx\tau_1\exp\!\left(\frac{Lw_*}{W}-\gamma\right).
\]

## The algorithm

1. Choose a grid of \((E_c,b)\) with Gaussian weights. Start A fully up and B fully down, with all \(u_k=0\).
2. Advance each class by half a step of \(u_k\) at fixed \(m\), a full step of \(m\) at fixed \(w\), and another half step of \(u_k\). During holds, let the steps grow in proportion to time.
3. At each chosen bake time, copy the state and run SS, OS and NSS on the copy. The original continues its bake, so each set of three tests starts from a pair that has only been baked.
4. For each signal, find the first bake time \(t_j\) with \(Q_j<M\), and interpolate:
\[
\ln t_{\rm fail}=\ln t_{j-1}+\frac{Q_{j-1}-M}{Q_{j-1}-Q_j}\ln\frac{t_j}{t_{j-1}} .
\]
If there is no such time, record no failure within the horizon. If the first point is already below \(M\), its time is an upper limit.
5. Report the test with the smallest failure time, or "none".

In step 2 all members of a class share the bias produced by their average state. Individual hysterons have individual histories, so this is an approximation. Random histories of 10,000 hysterons per capacitor were compared with it for strong drift at \(10^7\) s and for the thick layer with weak drift at \(10^6\) s. The largest difference in any signal was 0.21 µC/cm².

## Worked example

The remaining values are \(\bar E_c=1.5\), \(\sigma_c=0.25\) and \(\sigma_b=0.20\) MV/cm, \(t_d=1\) s and \(M=26\) µC/cm². They give \(c=1.5-0.345=1.155\) and \(\sigma=0.3205\) MV/cm. The closed estimate starts from
\[
F_*=\tfrac12(1-26/38.17)=0.159,\qquad \Phi^{-1}(F_*)=-0.997,
\]
\[
w_*=1.155-0.377-0.320=0.458\ \text{MV/cm},
\]
\[
t_{\rm OS}\approx10^2\exp\!\left(\frac{16.12\times0.458}{0.60}-0.577\right)\approx1.25\times10^7\ \text{s}.
\]
The simulation gives \(1.46\times10^7\) s, or 169 days. The closed time is 14% shorter, although the rule misses the simulated OS signal by at most 0.4 µC/cm². The exponential explains the contrast: an error of 0.01 MV/cm in \(w_*\) changes the time by about 30%. A fresh run to the failure point with finer steps gave 26.01 µC/cm².

Some simulated signals, in µC/cm², are:

| Bake (s) | SS | OS | NSS |
|---|---|---|---|
| \(10^2\) | 37.3 | 37.4 | 37.5 |
| \(7.9\times10^5\) | 37.2 | 31.2 | 37.2 |
| \(3.2\times10^8\) | 37.2 | 19.0 | 37.2 |

SS levels off, as the condition \(W/L>S\) requires.

Four devices separate the causes, with pulse voltage, delay and margin held fixed. The thick layer is 0.8 nm and has \(E_d=0.660\) MV/cm; weak drift means \(W=0.02\) MV/cm.

| Layer, drift | First failure | Time (s) |
|---|---|---|
| thin, strong | OS | \(1.5\times10^7\) |
| thin, weak | none in 10 years | – |
| thick, weak | SS | \(3.1\times10^5\) |
| thick, strong | OS | \(2.7\times10^3\) |

With the thin layer, removing most of the drift removes the OS failure. With weak drift, thickening the layer creates the SS failure; it also lowers \(Q_0\) to 36.5 µC/cm², a much smaller change than the loss itself. This SS time is the least certain entry: SS falls by only about 0.5 µC/cm² per unit of \(\ln t\), so a difference of 0.2 µC/cm² shifts the time by 40 to 50%. Individual histories in place of the class average give about \(4\times10^5\) s, while the two OS times move by about 6% or less. With the thick layer, strong drift prevents SS failure within ten years but makes OS fail early.

For the thick layer with weak drift, SS is 22.4 µC/cm² after ten years, while OS and NSS are both 30.9. Rewriting restores 8.5 of the 14.1 µC/cm² lost, which identifies this part as reversal built up during storage. The rest is lost again within the one-second delay. The equality of OS and NSS has a reason, which holds only for weak drift. Nearly all hysterons that lose the rewritten original state within a second, in NSS, had already reversed during the bake, so their bias drifted towards the opposite state. Because the drift is too weak to keep such hysterons in the stored state during the long bake, nearly every hysteron that loses in OS has a mirror image, with opposite static bias, that loses in NSS. Strong drift holds many of these mirror images in the stored state, and NSS then stays above OS.

The closed formulas are less reliable here. Using \(F(-w,t)\) for the bake loss gives an SS signal of \(36.5(1-2\times0.227)=19.9\) µC/cm² at ten years, below the simulated 22.4. The formula neglects returns, but a hysteron with small \(E_c-E_d\) can leave either state. For the thick layer with strong drift, the closed OS time is \(1.5\times10^3\) s against the simulated \(2.7\times10^3\) s.

## Set beside a real capacitor

The film thickness, the polarization and the pulse threshold \(c-R(t_p)=0.95\) MV/cm are roughly typical of hafnium zirconium oxide capacitors. The layer, the activation volume and the drift spectrum are model parameters that would have to be fitted to a given process. One assumption that may fail in a real film is that grains feel independent depolarizing fields. In the opposite limit all grains share the mean field. After a fraction \(f\) has returned, the mean polarization is reduced by the factor \(1-2f\), so the push on the others falls by \(2fE_d\) and \(f=F(w-2fE_d,t_d)\). Failure then needs \(w=0.458+2(0.159)(0.345)=0.568\) MV/cm, reached at about \(3\times10^8\) s, which is about ten years. The time grows about twentyfold, and whether OS fails within ten years becomes too close to call, because this closed estimate is not accurate to a few per cent.

The bake temperature matters as well: if the drift rate has an activation energy of 1.0 eV, a bake 5 K hotter speeds it up by a factor of 1.56, and a cooler bake slows it. The example also writes, waits and reads at 85 °C. If these steps are done at 25 °C after the same bake, with all other parameters unchanged, \(R(t_d)\) falls in proportion to \(T\), from 0.377 to 0.314 MV/cm. This raises \(w_*\) by 0.063 MV/cm, and the closed estimate then gives an OS failure time more than five times longer. The test temperature must therefore be stated with the result. Charge that crosses the layer, which the model omits, would make OS fail sooner if it moves slowly compared with the write pulse, because it then still screens the old state after the new one is written. Charge that follows within the pulse would screen the new state too. An estimate with a 2 eV barrier and a mass of \(0.3\,m_e\) gives the thin layer a tunnelling transmission of 0.04, so charge may cross it and screen the stored polarization. Full screening by slow charge would cancel \(E_d\) for the stored state and act as an extra bias of up to 0.345 MV/cm, comparable with \(w_*\). Unless \(W\) already includes it, OS could fail orders of magnitude sooner. The film field peaks at 3.2 MV/cm, in the range of a few MV/cm where breakdown becomes a concern for such films; the model contains no breakdown. Taken literally as a dielectric, the thin layer would carry 8.6 MV/cm at rest and 12 MV/cm during a pulse that supports the state, more than a real oxide of this permittivity usually withstands. The layer is therefore an effective description of imperfect screening, and the tunnelling estimate is only a rough indication.

Testing one pair repeatedly, instead of using a fresh pair for each bake, changed OS by at most 0.4 µC/cm² in the thin, strong-drift device. The verdict is thus less sensitive to this choice of procedure than to how grains share their field and how charge screens it. The full set of values is in the numerical output.

## Calculated quantities

```
film 10 nm, P 20 uC/cm2, T 358.15 K
permittivity: film 30, layer 25
Ec mean 1.5, std 0.25; static bias std 0.2 MV/cm
activation volume 20 nm3, attempt rate 1e+13 1/s
pulse 3.0 V, 1e-06 s; delay 1 s
drift times 1e+02 to 1e+09 s, 14 modes
margin 26.0 uC/cm2
thermal field S 0.01236 MV/cm, total width 0.3205 MV/cm
thin layer 0.4 nm: E_d 0.3449, E_V 2.8626 MV/cm, chi 0.9542
thick layer 0.8 nm: E_d 0.6595, E_V 2.7372 MV/cm, chi 0.9124
drift limit: strong 0.60, weak 0.02 MV/cm
threshold lowering: pulse 0.2064, delay 0.3772, 10 years 0.6191 MV/cm
full signal, thin layer 38.17 uC/cm2
thin layer, strong drift: bake s, w MV/cm, SS OS NSS rule uC/cm2
  1.000e+02 0.0297 37.31 37.44 37.49 37.42
  1.994e+03 0.1329 37.23 36.53 37.29 36.48
  3.978e+04 0.2443 37.22 34.61 37.23 34.51
  7.933e+05 0.3557 37.22 31.20 37.23 31.00
  1.582e+07 0.4666 37.22 25.84 37.23 25.52
  3.156e+08 0.5677 37.22 19.04 37.23 18.63
thick layer, weak drift: bake s, SS OS NSS uC/cm2
  1.000e+02 29.71 31.46 31.46
  1.994e+03 28.42 31.36 31.36
  3.978e+04 27.01 31.25 31.25
  7.933e+05 25.50 31.15 31.15
  1.582e+07 23.96 31.04 31.04
  3.156e+08 22.41 30.94 30.94
first failure within 10 years; times SS OS NSS in s (inf = none)
  thin layer, strong drift: OS; inf 1.46e+07 inf
  thick layer, weak drift: SS; 3.09e+05 inf inf
  thin layer, weak drift: none; inf inf inf
  thick layer, strong drift: OS; inf 2.70e+03 inf
OS failure time 1.462e+07 s = 169 days
finer run there: SS 37.22 OS 26.01 NSS 37.23 uC/cm2
closed form: back fraction 0.1594, w* 0.4584 MV/cm
closed-form failure time 1.251e+07 s
largest OS rule error 0.40 uC/cm2
marginal hysteron mean state: steps -1.0000, ODE -1.0000
largest stochastic difference 0.21 uC/cm2
weak drive 1.45 V, limit 0.30 MV/cm, bake 1.8e5 s:
  SS 29.97 OS 29.52 of 38.17 uC/cm2, delay 1e-06 s
reusing one pair changes OS by at most 0.399 uC/cm2
shared depolarizing field: OS 29.68 uC/cm2 at failure time
shared depolarizing field: failure time 3.24e+08 s
5 K hotter, 1.0 eV drift: rate x 1.56
read at 298.15 K: threshold up by 0.0346 MV/cm
peak film field 3.21 MV/cm
layer tunnelling (2 eV, 0.3 m_e): transmission 0.042
sheet charge for w* at 2 nm depth: 6.1 uC/cm2
leakage at 1e-02 A/cm2 per read: 0.010 uC/cm2
```
